**Thermal conductance of one open electron channel**

The program tests $K=2\pi^2k_B^2T/(3h)$ for one fully open, spin-degenerate channel, where $k_B$ is Boltzmann's constant, $h$ Planck's constant and $T$ the mean temperature. It sums the currents of explicit wave-number states for a parabolic and a cosine band, and asserts that both give the predicted $K$, the electrical conductance $2e^2/h$ and no charge current at equal chemical potentials. It also asserts the law $J\propto T_h^2-T_c^2$ for reservoirs at 400 K and 200 K, where $J$ is the heat current and $T_h$, $T_c$ are the hot and cold temperatures. The thermal integral is compared with $\pi^2/3$ and with an alternating series. For an energy-dependent transmission, a direct search for the zero-current bias confirms the open-circuit formula. The heat conductance of a perfect vibration mode is compared with a sum over the modes of a chain. The output gives $K=0.568$ nW/K at 300 K and a ceiling of 0.20 nW/K for three vibration modes, with rough estimates of the smaller corrections.

## Numerical verification

```python
# Result under test: one fully open, spin-degenerate electron channel has
# thermal conductance K = 2 pi^2 kB^2 T / (3 h), about 0.57 nW/K at 300 K.
# kB: Boltzmann constant, h: Planck constant, T: mean temperature,
# mu: chemical potential, tau(E): probability of crossing the contact.
# Independent checks sum explicit k states of two different bands.
import numpy as np
from scipy.constants import k as kB, h, hbar, e, m_e
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

T = 300.0
delta_T = 10.0
T_hot, T_cold = T + delta_T / 2, T - delta_T / 2
K = 2 * np.pi**2 * kB**2 * T / (3 * h)
G = 2 * e**2 / h


def fermi(energy, mu, temperature):
    return expit(-(energy - mu) / (kB * temperature))


# The thermal integral, by quadrature and by its alternating series.
thermal_integral = 2 * quad(lambda x: x**2 * expit(x) * expit(-x), 0, 60)[0]
half_integral = quad(lambda x: x * expit(-x), 0, 60)[0]
n = np.arange(1, 200001)
series_sum = np.sum((-1.0)**(n + 1) / n**2)
assert abs(thermal_integral - np.pi**2 / 3) < 1e-8
assert abs(thermal_integral - 4 * half_integral) < 1e-8
assert abs(series_sum - half_integral) < 1e-8

# Currents from right-moving k states on a long but finite length.
length = 2000e-9
dk = 2 * np.pi / length


def state_sum(energy, velocity, mu, bias, hot, cold):
    difference = (fermi(energy, mu + bias / 2, hot)
                  - fermi(energy, mu - bias / 2, cold))
    particles = 2 / length * np.sum(velocity * difference)
    heat = 2 / length * np.sum(velocity * (energy - mu) * difference)
    return particles, heat


k_free = dk * np.arange(1, 5001)
free_band = (hbar**2 * k_free**2 / (2 * m_e), hbar * k_free / m_e, 5.5 * e)
spacing, hopping = 0.3e-9, 2.0 * e
k_cos = dk * np.arange(1, int(np.pi / spacing / dk))
cosine_band = (-2 * hopping * np.cos(k_cos * spacing),
               2 * hopping * spacing * np.sin(k_cos * spacing) / hbar,
               0.5 * e)
voltage = 1e-3
summed_K = []
summed_G = []
for energy, velocity, mu in (free_band, cosine_band):
    particles, heat = state_sum(energy, velocity, mu, 0.0, T_hot, T_cold)
    assert abs(particles) * kB * T < 1e-7 * heat
    summed_K.append(heat / delta_T)
    driven, _ = state_sum(energy, velocity, mu, e * voltage, T, T)
    summed_G.append(e * driven / voltage)
    assert abs(summed_K[-1] / K - 1) < 1e-7
    assert abs(summed_G[-1] / G - 1) < 1e-7
    # A large temperature difference tests the difference-of-squares law.
    _, large_heat = state_sum(energy, velocity, mu, 0.0, 400.0, 200.0)
    square_law = np.pi**2 * kB**2 / (3 * h) * (400.0**2 - 200.0**2)
    assert abs(large_heat / square_law - 1) < 1e-7
lorenz = summed_K[0] / (summed_G[0] * T)
assert abs(lorenz / (np.pi**2 / 3 * (kB / e)**2) - 1) < 1e-6
assert abs(K * 1e9 - 0.57) < 0.005

# Energy-dependent transmission: Lorentzian of rough half-width 1 eV.
half_width, offset = 1.0 * e, 0.3 * e
x = np.linspace(-45, 45, 9001)
dx = x[1] - x[0]
E = x * kB * T
weight = expit(x) * expit(-x)
tau_centred = 1 / (1 + (E / half_width)**2)
tau_shifted = 1 / (1 + ((E - offset) / half_width)**2)


def moment(tau, power):
    return np.sum(tau * x**power * weight) * dx


width_change = moment(tau_centred, 2) / thermal_integral - 1
M0, M1, M2 = [moment(tau_shifted, power) for power in range(3)]
K_shifted = 2 * kB**2 * T / h * (M2 - M1**2 / M0)
thermopower_share = M1**2 / (M0 * M2)


# Find the open-circuit bias directly, then measure the heat current.
def shifted_current(bias_eV, power):
    difference = (fermi(E, bias_eV * e / 2, T + 0.5)
                  - fermi(E, -bias_eV * e / 2, T - 0.5))
    return 2 / h * np.sum(tau_shifted * E**power * difference) * kB * T * dx


open_bias = brentq(lambda b: shifted_current(b, 0), -1e-3, 1e-3, xtol=1e-15)
K_open_direct = shifted_current(open_bias, 1)  # temperature difference is 1 K
assert abs(K_open_direct / K_shifted - 1) < 1e-5
assert thermopower_share > 1e-4  # the test above can resolve this effect

# Phonon ceiling: three perfect modes up to a rough top frequency of gold.
top_frequency = 5e12


def mode_heat_capacity(frequency):
    y = h * frequency / (kB * T)
    return kB * (y / 2 / np.sinh(y / 2))**2


one_mode = quad(lambda u: mode_heat_capacity(u * top_frequency),
                0, 1)[0] * top_frequency
# Independent count: vibrations of a chain, omega = omega_max sin(q/2).
dq = np.pi / 20000
q = (np.arange(20000) + 0.5) * dq
chain_frequency = top_frequency * np.sin(q / 2)
group_velocity = np.pi * top_frequency * np.cos(q / 2)  # sites per second
chain_mode = np.sum(group_velocity * mode_heat_capacity(chain_frequency))
chain_mode *= dq / (2 * np.pi)
assert abs(chain_mode / one_mode - 1) < 1e-6
phonon_ceiling = 3 * one_mode

# Spreading resistance of two wide leads, with rough gold values.
kappa, radius = 300.0, 0.15e-9
spreading = 1 / (2 * kappa * radius)

print(f"Mean temperature: {T:.0f} K")
print(f"Hot and cold reservoirs: {T_hot:.0f} and {T_cold:.0f} K")
print(f"Thermal energy kB T: {kB * T / e:.5f} eV")
print(f"Boltzmann constant: {kB:.6e} J/K")
print(f"Planck constant: {h:.6e} J s")
print(f"Thermal integral by quadrature: {thermal_integral:.6f}")
print(f"Alternating series sum: {series_sum:.6f}")
print(f"Prefactor 2 kB^2 T/h: {2 * kB**2 * T / h * 1e9:.4f} nW/K")
print(f"Electronic thermal conductance K: {K * 1e9:.4f} nW/K")
print(f"Main result converted: {K * 1e12:.1f} pW/K")
print(f"K from parabolic-band sum: {summed_K[0] * 1e9:.4f} nW/K")
print(f"K from cosine-band sum: {summed_K[1] * 1e9:.4f} nW/K")
print(f"Thermal resistance 1/K: {1e-9 / K:.3f} K/nW")
print(f"Heat current for {delta_T:.0f} K: {K * delta_T * 1e9:.3f} nW")
print(f"Electrical conductance: {G * 1e6:.2f} microsiemens")
print(f"Electrical resistance: {1e-3 / G:.3f} kiloohm")
print(f"Ratio K/(G T) from state sums: {lorenz:.4e} W ohm/K^2")
print(f"Rough transmission half-width: {half_width / e:.1f} eV")
print(f"Change of K from finite width: {100 * width_change:.2f} %")
print(f"Offset in imperfect contact: {offset / e:.1f} eV")
print(f"Its transmission at mu: {1 / (1 + (offset / half_width)**2):.3f}")
print(f"Its open-circuit reduction of K: {100 * thermopower_share:.3f} %")
print(f"Rough top phonon frequency: {top_frequency / 1e12:.1f} THz")
print(f"Ceiling per phonon mode: {one_mode * 1e9:.4f} nW/K")
print(f"Ceiling for three modes: {phonon_ceiling * 1e9:.3f} nW/K")
print(f"Phonon ceiling relative to K: {100 * phonon_ceiling / K:.0f} %")
print(f"Electron K plus ceiling: {(K + phonon_ceiling) * 1e9:.2f} nW/K")
print(f"Rough gold thermal conductivity: {kappa:.0f} W/(m K)")
print(f"Rough contact radius: {radius * 1e9:.2f} nm")
print(f"Lead spreading resistance: {spreading * 1e-9:.4f} K/nW")
print(f"Spreading relative to 1/K: {100 * spreading * K:.2f} %")
print("success")
```

Output:

```
Mean temperature: 300 K
Hot and cold reservoirs: 305 and 295 K
Thermal energy kB T: 0.02585 eV
Boltzmann constant: 1.380649e-23 J/K
Planck constant: 6.626070e-34 J s
Thermal integral by quadrature: 3.289868
Alternating series sum: 0.822467
Prefactor 2 kB^2 T/h: 0.1726 nW/K
Electronic thermal conductance K: 0.5679 nW/K
Main result converted: 567.9 pW/K
K from parabolic-band sum: 0.5679 nW/K
K from cosine-band sum: 0.5679 nW/K
Thermal resistance 1/K: 1.761 K/nW
Heat current for 10 K: 5.679 nW
Electrical conductance: 77.48 microsiemens
Electrical resistance: 12.906 kiloohm
Ratio K/(G T) from state sums: 2.4430e-08 W ohm/K^2
Rough transmission half-width: 1.0 eV
Change of K from finite width: -0.90 %
Offset in imperfect contact: 0.3 eV
Its transmission at mu: 0.917
Its open-circuit reduction of K: 0.065 %
Rough top phonon frequency: 5.0 THz
Ceiling per phonon mode: 0.0678 nW/K
Ceiling for three modes: 0.203 nW/K
Phonon ceiling relative to K: 36 %
Electron K plus ceiling: 0.77 nW/K
Rough gold thermal conductivity: 300 W/(m K)
Rough contact radius: 0.15 nm
Lead spreading resistance: 0.0111 K/nW
Spreading relative to 1/K: 0.63 %
success
```
